**Injection velocity of a nondegenerate two-dimensional channel**

The program tests v_inj = √(2k_BT/(πm)), the mean velocity towards the drain of forward-going carriers with effective mass m at temperature T, for a parabolic band with Boltzmann occupation. It evaluates the definition by Gauss–Legendre quadrature over the k plane, with the velocity taken as a finite difference of the band energy. It asserts agreement with the velocity and density formulas for four masses and three temperatures. Further assertions cover the rms velocity, the factor of one half that appears when the forward flux is divided by the total equilibrium density, and the first-order correction from Fermi–Dirac filling. For m = 0.5 m₀ and T = 300 K the output gives v_inj = 7.609 × 10⁶ cm/s. With spin degeneracy and one valley, the Fermi–Dirac velocity exceeds this by about 0.5 % at a forward density of 10¹¹ cm⁻² and by about 57 % at 10¹³ cm⁻².

## Program and output

```python
"""
Result under test: in a two-dimensional channel with an isotropic parabolic
band and Boltzmann occupation, the mean x velocity of forward-going carriers is
    v_inj = sqrt(2 kB T / (pi m)),
about 7.6e6 cm/s for m = 0.5 m0 at T = 300 K.

Symbols: m effective mass, m0 free-electron mass, T temperature,
eta = (Fermi level - subband edge) / (kB T), g = 2 spin degeneracy (one valley),
n_plus = density of carriers with v_x > 0,
N_plus = g m kB T / (4 pi hbar^2), the density scale of the forward half.
The definition is evaluated by quadrature over the k plane, with the velocity
taken as a finite difference of the band energy.
"""
import numpy as np
from scipy.constants import k as kB, hbar, m_e, e as q, pi

G = 2
NODES, WEIGHTS = np.polynomial.legendre.leggauss(200)


def band_energy(kx, ky, mass):
    return hbar**2 * (kx**2 + ky**2) / (2 * mass)


def k_space_sums(mass, temp, eta, fermi, both_directions=False):
    """Return density, x flux and sum of v_x^2 from the k-space definition."""
    k_scale = np.sqrt(2 * mass * kB * temp) / hbar
    k_max = 9 * k_scale
    ky, wy = k_max * NODES, k_max * WEIGHTS
    if both_directions:
        kx, wx = ky, wy
    else:
        kx, wx = k_max * (NODES + 1) / 2, k_max * WEIGHTS / 2
    KX, KY = np.meshgrid(kx, ky, indexing="ij")
    dk = 1e-3 * k_scale
    vx = (band_energy(KX + dk, KY, mass)
          - band_energy(KX - dk, KY, mass)) / (2 * dk * hbar)
    x = band_energy(KX, KY, mass) / (kB * temp) - eta
    occupation = 1 / (np.exp(x) + 1) if fermi else np.exp(-x)
    w = G * np.outer(wx, wy) * occupation / (2 * pi)**2
    return w.sum(), (w * vx).sum(), (w * vx**2).sum()


def v_formula(mass, temp):
    return np.sqrt(2 * kB * temp / (pi * mass))


def density_scale(mass, temp):
    return G * mass * kB * temp / (4 * pi * hbar**2)


# Velocity and density formulas against the definition
for ratio in (0.1, 0.25, 0.5, 1.0):
    for temp in (77.0, 300.0, 400.0):
        n, flux, _ = k_space_sums(ratio * m_e, temp, -5.0, False)
        assert abs(flux / n / v_formula(ratio * m_e, temp) - 1) < 1e-8
        n_expected = density_scale(ratio * m_e, temp) * np.exp(-5.0)
        assert abs(n / n_expected - 1) < 1e-8

T = 300.0
mass_ratio = 0.5
m = mass_ratio * m_e
v_inj = v_formula(m, T)
n_half, flux_half, _ = k_space_sums(m, T, -5.0, False)
v_quad = flux_half / n_half
assert abs(v_quad * 100 - 7.6e6) < 0.05e6

# Two quantities often confused with the injection velocity
n_all, flux_all, v2_all = k_space_sums(m, T, -5.0, False, True)
v_rms = np.sqrt(v2_all / n_all)
v_per_total = flux_half / n_all
assert abs(v_rms / np.sqrt(kB * T / m) - 1) < 1e-8
assert abs(v_per_total / (v_inj / 2) - 1) < 1e-8
assert abs(flux_all / n_all) < 1e-8 * v_inj

# Half the mass
n_light, flux_light, _ = k_space_sums(m / 2, T, -5.0, False)
v_light = flux_light / n_light
assert abs(v_light / v_quad - np.sqrt(2)) < 1e-8

# Fermi-Dirac filling: density law, first-order correction, rising velocity
N_plus = density_scale(m, T)
coefficient = 0.5 - 1 / (2 * np.sqrt(2))


def fermi_case(n_plus):
    eta = np.log(np.expm1(n_plus / N_plus))
    n, flux, _ = k_space_sums(m, T, eta, True)
    assert abs(n / n_plus - 1) < 1e-6
    return eta, flux / n, flux


n_small = 0.01 * N_plus
slope = (fermi_case(n_small)[1] / v_inj - 1) / (n_small / N_plus)
assert abs(slope / coefficient - 1) < 5e-3   # next order in density remains
n_limit = 0.01 / coefficient * N_plus
excess_at_limit = fermi_case(n_limit)[1] / v_inj - 1
assert abs(excess_at_limit / 0.01 - 1) < 1e-2   # next order in density remains

densities_cm2 = (1e11, 1e12, 1e13)
cases = [fermi_case(d * 1e4) for d in densities_cm2]
velocities = [c[1] for c in cases]
assert v_inj < velocities[0] < velocities[1] < velocities[2]

# Ballistic current per width; 1 A/m equals 1 uA/um
current_boltzmann = q * densities_cm2[0] * 1e4 * v_inj
current_fermi = q * cases[0][2]
assert abs(current_boltzmann / current_fermi - 1) < 0.01

print(f"temperature T = {T:.0f} K")
print(f"mass ratio m/m0 = {mass_ratio}")
print(f"effective mass m = {m:.4e} kg")
print(f"thermal energy kB T = {kB * T:.4e} J")
print(f"thermal energy kB T = {kB * T / q * 1e3:.2f} meV")
print(f"2 kB T/(pi m) = {2 * kB * T / (pi * m):.4e} m^2/s^2")
print(f"v_inj, formula = {v_inj:.4e} m/s")
print(f"v_inj, formula = {v_inj * 100:.3e} cm/s")
print(f"v_inj, k-space quadrature = {v_quad * 100:.3e} cm/s")
print(f"rms v_x, quadrature = {v_rms * 100:.3e} cm/s")
print(f"forward flux / total density = {v_per_total * 100:.3e} cm/s")
print(f"v_inj for m/m0 = {mass_ratio / 2} : {v_light * 100:.3e} cm/s")
print(f"density scale N_plus = {N_plus * 1e-4:.3e} cm^-2")
print(f"first-order coefficient = {coefficient:.4f}")
print(f"same coefficient from quadrature = {slope:.4f}")
print(f"one-percent density limit = {n_limit * 1e-4:.2e} cm^-2")
print(f"velocity excess at that limit = {excess_at_limit * 100:.3f} %")
for d, (eta, v, _) in zip(densities_cm2, cases):
    print(f"n_plus = {d:.0e} cm^-2: eta = {eta:.2f}, "
          f"v = {v * 100:.3e} cm/s, v/v_inj = {v / v_inj:.4f}")
print(f"current/width at {densities_cm2[0]:.0e} cm^-2, Boltzmann = "
      f"{current_boltzmann:.2f} uA/um")
print(f"current/width at {densities_cm2[0]:.0e} cm^-2, Fermi-Dirac = "
      f"{current_fermi:.2f} uA/um")
print("all assertions hold")
```

It prints:

```
temperature T = 300 K
mass ratio m/m0 = 0.5
effective mass m = 4.5547e-31 kg
thermal energy kB T = 4.1419e-21 J
thermal energy kB T = 25.85 meV
2 kB T/(pi m) = 5.7893e+09 m^2/s^2
v_inj, formula = 7.6087e+04 m/s
v_inj, formula = 7.609e+06 cm/s
v_inj, k-space quadrature = 7.609e+06 cm/s
rms v_x, quadrature = 9.536e+06 cm/s
forward flux / total density = 3.804e+06 cm/s
v_inj for m/m0 = 0.25 : 1.076e+07 cm/s
density scale N_plus = 2.700e+12 cm^-2
first-order coefficient = 0.1464
same coefficient from quadrature = 0.1465
one-percent density limit = 1.84e+11 cm^-2
velocity excess at that limit = 1.003 %
n_plus = 1e+11 cm^-2: eta = -3.28, v = 7.650e+06 cm/s, v/v_inj = 1.0054
n_plus = 1e+12 cm^-2: eta = -0.80, v = 8.027e+06 cm/s, v/v_inj = 1.0550
n_plus = 1e+13 cm^-2: eta = 3.68, v = 1.197e+07 cm/s, v/v_inj = 1.5729
current/width at 1e+11 cm^-2, Boltzmann = 12.19 uA/um
current/width at 1e+11 cm^-2, Fermi-Dirac = 12.26 uA/um
all assertions hold
```
